# The ninth-power Raman law for a Kramers donor doublet

## Result and its regime

Take a donor with an odd number of electrons whose ground level is a single Kramers doublet, $|-\rangle$ and $|+\rangle$. Lattice vibrations can flip its spin in a two-phonon Raman process: one phonon is absorbed, another of nearly the same energy is emitted, and excited donor levels are visited virtually. At low temperature the rate is

$$\frac1{T_1}=\mathcal B\,T^9 .$$

For one excited doublet at energy $\Delta$, coupled to two strain components as specified below,

$$\frac1{T_1}=32\pi\,\frac{\eta^2D^4C^2}{\Delta^4}\;\frac{64\pi^8}{15}\left(\frac{kT}{\hbar}\right)^{9}. \tag{1}$$

$D$ is the spin-conserving strain coupling, $\eta D$ the spin-flipping one, and $C$ measures the strain fluctuations of the lattice.

The law is leading order in the electron–phonon coupling and needs four conditions:

- the Zeeman energy is small, $\hbar\omega_Z\ll kT$;
- the typical phonon energy, about $8kT$, is far below every excitation energy of the donor;
- the typical phonon wavelength is long compared with the donor orbital;
- the phonons are three-dimensional and acoustic, with $\omega=vq$ (the single constant $C$ in (1) further assumes an elastically isotropic medium).

Each phonon contributes $\omega^3$ to the rate. That alone would give $T^7$. The two further powers come from a cancellation between the two time orders of the process.

## What time reversal forbids

Let $\Theta$ be time reversal. It is antiunitary, so $\langle\Theta a|\Theta b\rangle=\langle a|b\rangle^*$, and for an odd number of electrons $\Theta^2=-1$. Choose $|+\rangle=\Theta|-\rangle$. Then $\Theta|+\rangle=-|-\rangle$, that is, $|-\rangle=-\Theta|+\rangle$.

For a linear operator $O$ define $\tilde O=\Theta^{-1}O\Theta$. Because $\Theta^{-1}=-\Theta$, this equals $\Theta O\Theta^{-1}$. Then

$$\langle+|O|-\rangle=-\langle\Theta{-}|O\,\Theta{+}\rangle=-\langle\Theta{-}|\Theta\tilde O{+}\rangle=-\langle-|\tilde O|+\rangle^*=-\langle+|\tilde O^\dagger|-\rangle. \tag{2}$$

If $O$ is Hermitian and even under time reversal, $\tilde O^\dagger=O$. The element equals minus itself, so it vanishes.

Write the electron–phonon coupling as $\sum_q(V_qa_q+V_q^\dagger a_q^\dagger)$. A static lattice displacement acts on the electrons through a Hermitian, time-even operator. A plane wave combines a cosine and a sine pattern, so $V_q=R_q+iS_q$ with $R_q$ and $S_q$ both Hermitian and time-even. Since $\Theta$ changes the sign of $i$,

$$\Theta V_q\Theta^{-1}=R_q-iS_q=V_q^\dagger . \tag{3}$$

Three flip mechanisms therefore vanish at zero field:

1. The one-phonon element $\langle+|V_q|-\rangle$ is a combination of elements of $R_q$ and $S_q$, and each is zero.
2. Terms quadratic in the displacement, taken in first order, are also combinations of Hermitian time-even operators, so they give no flip.
3. Second-order paths whose intermediate state lies in the ground doublet contain one flip element within that doublet, which is zero.

What remains is the second-order process through excited doublets.

## The two time orders and their cancellation

Take $|-\rangle\to|+\rangle$ with phonon $q$ (frequency $\omega$) absorbed and $q'$ (frequency $\omega'$) emitted. Let $P_n$ project on the excited doublet at energy $\Delta_n$. The energy denominator is the initial energy minus the intermediate energy.

- Absorption first: the phonon energy $\hbar\omega$ has been taken up, and the denominator is $\hbar\omega-\Delta_n$.
- Emission first: an extra $\hbar\omega'$ has been given out, and the denominator is $-\hbar\omega'-\Delta_n$.

Both orders carry the same occupation factor $\sqrt{n_q(n_{q'}+1)}$, which is taken out of the amplitude $M$. At zero field $\omega'=\omega$, so

$$M=-\sum_n\left[\frac{A_n}{\Delta_n-\hbar\omega}+\frac{B_n}{\Delta_n+\hbar\omega}\right],$$

$$A_n=\langle+|V_{q'}^\dagger P_nV_q|-\rangle,\qquad B_n=\langle+|V_qP_nV_{q'}^\dagger|-\rangle .$$

Apply (2) to $O=V_{q'}^\dagger P_nV_q$. The projector contains both partners of a doublet, so it commutes with $\Theta$. With (3), $\tilde O=V_{q'}P_nV_q^\dagger$, and hence $\tilde O^\dagger=V_qP_nV_{q'}^\dagger$. Equation (2) now reads

$$A_n=-B_n. \tag{4}$$

This holds for each doublet separately, and no long-wavelength approximation was used. Inserting it,

$$M=-\sum_nA_n\left[\frac1{\Delta_n-\hbar\omega}-\frac1{\Delta_n+\hbar\omega}\right]=-\sum_n\frac{2\hbar\omega\,A_n}{\Delta_n^2-\hbar^2\omega^2}. \tag{5}$$

The static parts $A_n/\Delta_n$ and $B_n/\Delta_n$ cancel. The remainder exists because the two orders have slightly different denominators, and it is smaller by about $2\hbar\omega/\Delta_n$.

There is a simple physical reading. A static strain cannot split a Kramers doublet or mix its partners. As $\omega\to0$ the phonons become static strains, so the flip amplitude must go to zero with $\omega$.

Relation (4) was tested on a random system of four Kramers doublets with complex phonon operators. The largest $|A_n|$ was 8.0 and the largest $|A_n+B_n|$ was $5\times10^{-15}$, which is rounding error.

## A minimal model

Let one excited doublet at $\Delta$ couple to the strains $\varepsilon_a=(\varepsilon_{xx}-\varepsilon_{yy})/2$ and $\varepsilon_b=\varepsilon_{xy}$. The block of the coupling that leads from the ground to the excited doublet is

$$K=D(\varepsilon_a+i\eta\,\varepsilon_b\sigma_y).$$

For real strain it is time-even, because $i\sigma_y$ is a real matrix that commutes with $\Theta=i\sigma_y\times$(complex conjugation). The spin axes are labels independent of the crystal axes. The field is taken along spin $z$; the rate depends on this choice, since $\sigma_y$ flips a spin quantized along $z$ but not one quantized along $y$.

Write $\varepsilon_\alpha=\sum_q(\varepsilon_\alpha^qa_q+\text{h.c.})$, and let a prime mark the amplitudes of mode $q'$. The block leading back to the ground doublet carries $(i\sigma_y)^\dagger=-i\sigma_y$. Absorption first then gives

$$D^2(\varepsilon_a'^*-i\eta\varepsilon_b'^*\sigma_y)(\varepsilon_a+i\eta\varepsilon_b\sigma_y)
=D^2\left[\varepsilon_a'^*\varepsilon_a+\eta^2\varepsilon_b'^*\varepsilon_b+i\eta\sigma_y(\varepsilon_a'^*\varepsilon_b-\varepsilon_b'^*\varepsilon_a)\right].$$

The first two terms conserve spin. With $\langle+|i\sigma_y|-\rangle=1$, the flip element is

$$A=\eta D^2(\varepsilon_a'^*\varepsilon_b-\varepsilon_b'^*\varepsilon_a). \tag{6}$$

Exchanging the roles of the two phonons reverses its sign, as (4) demands. It also shows that a single strain component cannot produce the flip in this model: two different ones are needed.

Equations (5) and (6) were tested together by exact diagonalization of this donor coupled to two quantized modes. In units of $\Delta$ the phonon energy was 0.1 and the coupling $5\times10^{-4}$, with $\eta=0.5$ and mode strains $(\varepsilon_a,\varepsilon_b)=(1,0.3)$ and $(0.4,1)$. The effective flip element was $2.22222\times10^{-8}$ from both the diagonalization and the formula, including the sign.

**When symmetry removes the term.** Suppose the site is cubic, the ground doublet transforms like a spin one-half, and only the two tetragonal shear strains $\varepsilon_1,\varepsilon_2$ couple. By antisymmetry the flip operator is $s\,\mathbf k\cdot\boldsymbol\sigma$, with $s=\varepsilon_1'^*\varepsilon_2-\varepsilon_2'^*\varepsilon_1$ and a fixed vector $\mathbf k$. A threefold rotation about $[111]$ turns the pair $(\varepsilon_1,\varepsilon_2)$ by a plane rotation and leaves $s$ unchanged, so $\mathbf k$ must lie along $[111]$. The same argument holds for the other body diagonals, so $\mathbf k=0$. A strain such as $\varepsilon_{xy}$ must take part.

## Strain fluctuations

In a crystal of volume $\mathcal V$ and density $\rho$, a mode with direction $\mathbf n$ and polarization $\mathbf e$ has

$$|\varepsilon_{ij}^q|^2=\frac{\hbar}{2\rho\mathcal V\omega}\,\frac{\omega^2}{v^2}\left(\frac{n_ie_j+n_je_i}{2}\right)^2 .$$

The mode density per polarization is $\mathcal V\omega^2/(2\pi^2v^3)$. The product of the prefactors is $\hbar\omega^3/(4\pi^2\rho v^5)$, to be multiplied by an angular average. The averages follow from $\langle n_x^4\rangle=1/5$, $\langle n_x^2n_y^2\rangle=1/15$ and, for the two transverse polarizations together, $\sum e_ie_j=\delta_{ij}-n_in_j$.

- Longitudinal, $\varepsilon_b$: $\langle n_x^2n_y^2\rangle=\frac1{15}$.
- Longitudinal, $\varepsilon_a$: $\frac14\langle(n_x^2-n_y^2)^2\rangle=\frac14\left(\frac25-\frac2{15}\right)=\frac1{15}$.
- Transverse, $\varepsilon_b$: $\frac14\langle n_x^2+n_y^2-4n_x^2n_y^2\rangle=\frac14\left(\frac23-\frac4{15}\right)=\frac1{10}$.
- Transverse, $\varepsilon_a$: $\frac14\langle n_x^2+n_y^2-n_x^4-n_y^4+2n_x^2n_y^2\rangle=\frac14\left(\frac23-\frac25+\frac2{15}\right)=\frac1{10}$.

In an elastically isotropic medium both strains therefore have the same spectrum,

$$\sum_q|\varepsilon_\alpha^q|^2\delta(\omega-\omega_q)=C\omega^3,\qquad C=\frac{\hbar}{4\pi^2\rho}\left[\frac1{15v_l^5}+\frac1{10v_t^5}\right]. \tag{7}$$

The cross average of $\varepsilon_a$ and $\varepsilon_b$ is zero, because the reflection $x\to-x$ reverses $\varepsilon_{xy}$ and leaves $\varepsilon_a$ alone.

## The rate

The golden rule for one direction of flip is

$$W=\frac{2\pi}{\hbar^2}\sum_{q,q'}|M|^2\,n_q(n_{q'}+1)\,\delta(\omega_q-\omega_{q'}).$$

For $\hbar\omega\ll\Delta$, $|M|^2=4\hbar^2\omega^2|A|^2/\Delta^4$. When $|A|^2$ is summed over modes, the two squares in (6) contribute equally and the cross term averages to zero. This gives $2\eta^2D^4(C\omega^3)(C\omega'^3)$, and

$$W=\frac{2\pi}{\hbar^2}\,\frac{4\hbar^2}{\Delta^4}\,2\eta^2D^4C^2\int_0^\infty\omega^8n(n+1)\,d\omega .$$

The population difference decays at the sum of the upward and downward rates. These are equal for $\hbar\omega_Z\ll kT$, so $1/T_1=2W$, with prefactor $32\pi\eta^2D^4C^2/\Delta^4$.

Put $x=\hbar\omega/kT$. Since $n(n+1)=-dn/dx$, integration by parts gives

$$\int_0^\infty x^8n(n+1)\,dx=8\int_0^\infty\frac{x^7\,dx}{e^x-1}=8!\,\zeta(8)=40320\,\frac{\pi^8}{9450}=\frac{64\pi^8}{15}\approx40484 .$$

The factor $(kT/\hbar)^9$ comes from $\omega^8d\omega$, and (1) follows.

If the coupling contained a part odd under time reversal, the two orders could add instead. Then $M\approx-2A/\Delta$, the integrand is $\omega^6$, and the law is $T^7$. An explicit sum over phonon directions, polarizations and all four donor states gave an exponent of 9.000 between 4 and 6 K for the model above. It gave 7.000 when the spin-flipping coupling was replaced by a time-odd one.

## Other regimes

**Low temperature: the direct process.** A magnetic field breaks time-reversal symmetry and restores a one-phonon flip. Let the Zeeman term be $\frac12\hbar\omega_Z\sigma_z$ within each doublet, with an element of the same size between them. To first order in the field the flip element is

$$-\frac{\hbar\omega_ZD}{2\Delta}\langle+|\sigma_z(\varepsilon_b i\eta\sigma_y+\varepsilon_a)+(\varepsilon_a-i\eta\varepsilon_b\sigma_y)\sigma_z|-\rangle .$$

The $\varepsilon_a$ terms give $2\varepsilon_a\sigma_z$, which does not flip. The others give $i\eta\varepsilon_b[\sigma_z,\sigma_y]=2\eta\varepsilon_b\sigma_x$. The element is $-\eta D\varepsilon_b\hbar\omega_Z/\Delta$, and adding absorption and emission,

$$\left(\frac1{T_1}\right)_{\rm direct}=\frac{2\pi}{\hbar^2}\left(\frac{\eta D\hbar\omega_Z}{\Delta}\right)^2C\omega_Z^3\coth\frac{\hbar\omega_Z}{2kT}.$$

For $\hbar\omega_Z\ll kT$ this is proportional to the fourth power of the field and to $T$.

**A gap inside the phonon spectrum.** If phonons with $\hbar\omega=\Delta$ exist, the denominator in (5) vanishes there. The excited doublet is then really populated, which is the Orbach process. Its rate follows the number of such phonons, about $e^{-\Delta/kT}$ for $kT\ll\Delta$, so on warming it gains on the power law until $kT\approx\Delta/9$. It overtakes the power law provided the excited level is sharp. In the model above the largest ratio of the two rates scales as $(D\Delta)^{-2}$ and falls to order one when the lifetime width of the excited level approaches $\Delta$, where the perturbative treatment itself fails.

**A very small gap.** For $\hbar\omega\gg\Delta$, (5) becomes $M\approx2A/(\hbar\omega)$. The integrand is $\omega^6\omega^{-2}=\omega^4$, so this off-resonant part of the flip rate varies as $T^5$.

## Worked example

The parameters are round values: $\Delta=0.40$ eV, $D=4.0$ eV, $\eta=0.010$, $\rho=2330$ kg/m³, $v_l=9000$ m/s, $v_t=5400$ m/s, orbital radius $a=0.50$ nm, field 0.10 T and $g=2$. Equation (7) gives $C=2.63\times10^{-59}\ \mathrm{s^4}$. With $D/\Delta=10$,

$$\mathcal B=32\pi\,(0.010)^2\,(10)^4\,(2.63\times10^{-59}\,\mathrm{s^4})^2\,(40484)\left(\frac k\hbar\right)^9=3.17\times10^{-11}\ \mathrm{s^{-1}K^{-9}} .$$

At 5 K, $1/T_1=3.17\times10^{-11}\times5^9=6.2\times10^{-5}\ \mathrm{s^{-1}}$, so $T_1=1.6\times10^4$ s, or 4.5 h. The explicit mode sum, which keeps the field and the full denominators, agrees within 0.03 % of the formula.

The integrand $x^8/[4\sinh^2(x/2)]$ peaks where $8/x=\coth(x/2)$, at $x=7.995$. With $kT=0.431$ meV the dominant phonon energy is $E=3.4$ meV. There the total amplitude is $2E/(\Delta+E)=0.017$ of the absorption-first amplitude. Absorption first alone, with $M\approx-A/\Delta$, would give a rate larger by

$$\left(\frac{\Delta}{kT}\right)^2\frac{732.5}{4\times40484}\approx3900,$$

where 732.5 is the same thermal integral with $x^6$ in place of $x^8$.

**Orbital size.** The long-wavelength condition is the first to weaken here. At the peak, the transverse wavenumber times $a$ is 0.48. To estimate the effect, multiply each coupling by the Fourier transform of a 1s density $e^{-2r/a}/(\pi a^3)$. With $\kappa=2/a$,

$$F(q)=\frac{4}{a^3q}\int_0^\infty re^{-\kappa r}\sin qr\,dr=\frac{4}{a^3q}\,\frac{2\kappa q}{(\kappa^2+q^2)^2}=\left[1+\left(\frac{qa}2\right)^2\right]^{-2}.$$

The true ground-to-excited element has its own shape, so this sets only the scale. The rate contains $F^2$ for each phonon.

| $T$ (K) | $1/T_1$ from (1) (s⁻¹) | size factor |
|---|---|---|
| 3 | $6.2\times10^{-7}$ | 0.81 |
| 5 | $6.2\times10^{-5}$ | 0.58 |
| 8 | $4.3\times10^{-3}$ | 0.32 |

At 5 K the factor lengthens $T_1$ to about 7.7 h and lowers the local exponent $d\ln(1/T_1)/d\ln T$ from 9 to 8.1. The cancellation itself survives, since (4) holds at any wavelength; what changes is the frequency dependence of the coupling.

**Direct process.** At 5 K it contributes $2.1\times10^{-7}\ \mathrm{s^{-1}}$, about 0.3 % of the Raman rate from (1). For the same field, and without the size factor, the two are equal at 2.5 K. With the direct process and the size factor both included, the local exponent stays below 9: it is about 7.1 at 3 K, 8.1 at 4 K and 7.8 at 6 K. The direct process lowers it on the cold side and the orbital size on the warm side, so with linear dispersion this example has no range with a clean ninth power. Bending of the phonon branch, discussed below, is left out here and pushes the exponent back up on the warm side.

## Beside a real donor

The gap, radius and sound speeds are roughly those of a singly ionized deep double donor in silicon. Such a gap is about six times the highest one-phonon energy of silicon, roughly 64 meV, so the one-phonon Orbach process is closed. The couplings $D$ and $\eta$ are assumed, not derived for a particular donor. The rate scales as $D^4\eta^2$, so doubling $D$ alone multiplies it by 16, and the lifetime in hours is illustrative. The single excited doublet also replaces a multiplet whose terms $A_n/\Delta_n^2$ can largely cancel. Suppose the strain does not act on the spin and only spin–orbit coupling splits the multiplet. If the splitting is neglected, the projectors $P_n$ add up to one that leaves the spin alone, and the flip vanishes. For a multiplet split into two levels with opposite $A_n$, the surviving amplitude is smaller by about twice the splitting divided by the gap, because of the factor $1/\Delta_n^2$, and the rate is smaller by the square of that. In this model $\eta$ has to stand for all such effects.

Silicon is elastically anisotropic. In the isotropic formula, with all else fixed, $v_t=4700$ m/s multiplies the 5 K rate by 3.8 and $v_t=5800$ m/s by 0.51; these are extremes. In a cubic crystal the two strains have different constants and $C^2$ becomes $C_aC_b$. With $c_{11}=165.7$, $c_{12}=63.9$ and $c_{44}=79.6$ GPa, $C_a=4.0\times10^{-59}\ \mathrm{s^4}$ and $C_b=2.2\times10^{-59}\ \mathrm{s^4}$, which multiplies the rate by about 1.3. Bending of the transverse branch, modelled as a sine with its edge at 18 meV, raises the 5 K rate from (1) by 13 % and the 8 K rate by about 45 %. Above about 10 K phonons near the edge matter, and the result depends on how the edge is treated. The finite ratio $\hbar\omega/\Delta$ changes it by 0.02 %.

Shallow donors in silicon are a different case. Their gap is of order 10 meV, inside the phonon spectrum, and their radius is about 2 nm. At the same 5 K the wavenumber times the radius would be near 2, so the long-wavelength form of the law cannot be relied on there. The numerical output below lists the values used for the deep-donor example.

## Computed values

```
INPUTS (round model values, rough regime of a deep donor in Si)
gap to excited doublet: 0.40 eV
strain coupling D: 4.0 eV; spin-mixing ratio eta: 0.010
density: 2330 kg/m3; v_l: 9000 m/s; v_t: 5400 m/s
orbital radius: 0.50 nm; field: 0.10 T; g: 2.0
TESTS OF THE CANCELLATION
random doublets: largest |A_n| 8.000, largest |A_n+B_n| 5.3e-15
two-mode amplitude / gap: exact 2.22222e-08, formula 2.22222e-08
exponent from mode sum, 4 to 6 K, time-even coupling: 9.0003
exponent from mode sum, 4 to 6 K, time-odd coupling: 7.0001
RAMAN RATE
strain constant C: 2.6263e-59 s^4
thermal integral 64 pi^8/15: 40484.40; sixth-power integral: 732.487
coefficient B: 3.1720e-11 s^-1 K^-9
1/T1 at 5 K: formula 6.1953e-05 s^-1, mode sum 6.1970e-05 s^-1
T1 at 5 K: 1.6141e+04 s = 4.48 h
T = 3 K: 1/T1 = 6.243e-07 s^-1, finite-size factor 0.807
T = 5 K: 1/T1 = 6.195e-05 s^-1, finite-size factor 0.584
T = 8 K: 1/T1 = 4.257e-03 s^-1, finite-size factor 0.316
kT at 5 K: 0.4309 meV; Zeeman energy: 0.01158 meV
peak of integrand: x = 7.995, phonon energy 3.445 meV
left after cancellation at peak, 2E/(gap+E): 0.01708
rate of absorb-first order alone / true rate: 3898
NEGLECTED EFFECTS AT 5 K
transverse q times radius at peak: 0.485
local exponent with finite orbital size: 8.07
rate factor, bent transverse branch (edge 18 meV): 1.130
rate factor, v_t = 4700 m/s: 3.81
rate factor, v_t = 5800 m/s: 0.51
rate factor, finite phonon energy over gap: 1.000208
direct process: 2.067e-07 s^-1 (mode sum 2.067e-07 s^-1)
direct equals Raman at: 2.45 K
gap / highest one-phonon energy (64 meV, rough): 6.25
```
